# Why a tetrahedral central cell shifts a Γ8 acceptor quartet rigidly: verification in Python

```python
"""
Result under test: a potential V with the full tetrahedral symmetry Td has, inside
a Gamma8 acceptor quartet, the matrix W = c * identity with c = trace(W)/4. The four
states shift together; a multivalley donor level is split by the same wells.

Symbols: g1,g2,g3 Luttinger parameters; eps dielectric constant; hole energies in
meV (bound states negative); lengths in nm. Wavefunction = sum_j F_j(r) u_j(r), with
F_j Gaussian envelopes times real harmonics and u_j Bloch functions with J = 3/2.
Parameters are rough values for germanium; the wells are model potentials.
"""
import numpy as np
from math import factorial
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, expm
from scipy.optimize import minimize
from scipy.special import gamma, lpmv

g1, g2, g3, eps = 13.4, 4.2, 5.7, 16.0
split_off = 290.0            # meV
a_lat = 0.566                # nm
m_t, m_l = 0.08, 1.6         # donor masses, units of the electron mass
b_def = 2300.0               # meV, size of the uniaxial deformation potential
strain = 1e-5
well_width = 0.15            # nm
wells = {"A": (-1000.0, -200.0), "B": (-2000.0, -500.0)}  # centre, neighbour (meV)
bond_well = -500.0           # meV, extra well at one bond centre (control case)
HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21              # meV nm^2
KE = sc.e / (4 * np.pi * sc.epsilon_0) * 1e12             # meV nm
widths = 0.5 * 1.7 ** np.arange(8)
alpha = 1 / widths**2

# ---- band-edge matrices: orbitals X,Y,Z times spin, and the J = 3/2 subspace
eye2, eye3 = np.eye(2), np.eye(3)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
J6 = [np.kron(-1j * levi[k], eye2) + np.kron(eye3, sigma[k] / 2) for k in range(3)]
j2_val, j2_vec = np.linalg.eigh(sum(x @ x for x in J6))
C = j2_vec[:, 2:]
P_half = j2_vec[:, :2] @ j2_vec[:, :2].conj().T
assert np.allclose(j2_val, [0.75] * 2 + [3.75] * 4)
J4 = [C.conj().T @ x @ C for x in J6]


def unit(i, j):
    m = np.zeros((3, 3))
    m[i, j] = 1
    return m


def band_matrix(i, j):
    if i == j:
        orb = (g1 - 2 * g2) * eye3 + 6 * g2 * unit(i, i)
    else:
        orb = 3 * g3 * (unit(i, j) + unit(j, i))
    return np.kron(orb, eye2)


D6 = [[band_matrix(i, j) for j in range(3)] for i in range(3)]
D4 = [[C.conj().T @ D6[i][j] @ C for j in range(3)] for i in range(3)]
for i in range(3):           # projected orbital form against the Luttinger J form
    for j in range(3):
        if i == j:
            ref = (g1 + 2.5 * g2) * np.eye(4) - 2 * g2 * J4[i] @ J4[i]
        else:
            ref = -g3 * (J4[i] @ J4[j] + J4[j] @ J4[i])
        assert np.allclose(D4[i][j], ref)


# ---- group theory from explicit matrices
def rotation(axis, angle):
    n = np.array(axis) / np.linalg.norm(axis)
    return expm(-1j * angle * sum(n[k] * J4[k] for k in range(3)))


def commutant_dim(mats):
    one = np.eye(len(mats[0]))
    big = np.vstack([np.kron(m, one) - np.kron(one, m.T) for m in mats])
    return int(np.sum(np.linalg.svd(big, compute_uv=False) < 1e-9))


def permutation(op, vectors):
    return np.array([[float(np.allclose(v, op @ w)) for w in vectors]
                     for v in vectors])


# An improper element acts as its proper partner up to a sign, which is immaterial.
s4, c3 = rotation([0, 0, 1], np.pi / 2), rotation([1, 1, 1], 2 * np.pi / 3)
group = [np.eye(4, dtype=complex)]
for element in group:        # the list grows until it is closed
    for gen in (s4, c3):
        new = gen @ element
        if not any(np.allclose(new, old) for old in group):
            group.append(new)
    assert len(group) <= 48
char_sum = sum(abs(np.trace(m))**2 for m in group)
assert len(group) == 48 and abs(char_sum - 48) < 1e-8
n_td = commutant_dim([s4, c3])
n_d2d = commutant_dim([s4, rotation([1, 0, 0], np.pi)])
n_t = commutant_dim([rotation([0, 0, 1], np.pi), c3])
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
S4v = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, -1]], float)
C3v = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], float)
n_L = commutant_dim([permutation(o, tetra) for o in (S4v, C3v)])
n_X = commutant_dim([permutation(o, np.vstack([eye3, -eye3])) for o in (S4v, C3v)])
assert (n_td, n_d2d, n_t, n_L, n_X) == (1, 2, 2, 2, 3)


# ---- acceptor Hamiltonian in Gaussian envelopes
def harmonics(n, degrees):
    phi, cols, ls = np.arctan2(n[:, 1], n[:, 0]), [], []
    for l in degrees:
        for m in range(-l, l + 1):
            q = abs(m)
            norm = np.sqrt((2 * l + 1) / (4 * np.pi) * factorial(l - q)
                           / factorial(l + q) * (2 if m else 1))
            trig = np.cos(q * phi) if m >= 0 else np.sin(q * phi)
            cols.append(norm * lpmv(q, l, n[:, 2]) * trig)
            ls.append(l)
    return np.array(cols).T, np.array(ls)


def radial(n, p):            # integral of r^n exp(-p r^2) from 0 to infinity
    return gamma((n + 1) / 2) / (2 * p ** ((n + 1) / 2))


def build(degrees, D):
    z, wz = np.polynomial.legendre.leggauss(12)
    ph = np.arange(24) * 2 * np.pi / 24
    Z, PH = np.meshgrid(z, ph, indexing="ij")
    st = np.sqrt(1 - Z**2)
    n = np.stack([st * np.cos(PH), st * np.sin(PH), Z], -1).reshape(-1, 3)
    w = np.repeat(wz, 24) * 2 * np.pi / 24
    Y, ls = harmonics(n, degrees)
    na, nw, nb = len(ls), len(alpha), D[0][0].shape[0]
    pr = alpha[:, None] + alpha[None, :]
    pk = 1 / (4 * alpha[:, None]) + 1 / (4 * alpha[None, :])
    kin = np.zeros((na, na, nw, nw))
    ov, coul = np.zeros_like(kin), np.zeros_like(kin)
    for a, la in enumerate(ls):
        for b, lb in enumerate(ls):
            if (la - lb) % 2 == 0:
                na_k = 1 / np.sqrt(radial(2 * la + 2, 1 / (2 * alpha)))
                nb_k = 1 / np.sqrt(radial(2 * lb + 2, 1 / (2 * alpha)))
                kin[a, b] = ((-1) ** ((la - lb) // 2 % 2) * np.outer(na_k, nb_k)
                             * radial(la + lb + 4, pk))
            if a == b:
                nr = 1 / np.sqrt(radial(2 * la + 2, 2 * alpha))
                ov[a, a] = np.outer(nr, nr) * radial(2 * la + 2, pr)
                coul[a, a] = np.outer(nr, nr) * radial(2 * la + 1, pr)

    def flat(x):
        return x.transpose(0, 2, 1, 3).reshape(na * nw, na * nw)

    S = flat(ov)
    H = np.kron(-KE / eps * flat(coul), np.eye(nb)).astype(complex)
    for i in range(3):
        for j in range(3):
            ang = Y.T @ (Y * (w * n[:, i] * n[:, j])[:, None])
            H += HB * np.kron(flat(ang[:, :, None, None] * kin), D[i][j])
    return H, np.kron(S, np.eye(nb)), S, ls


def lowest(H, S):
    return eigh(H, S, eigvals_only=True, subset_by_index=[0, 3])


degrees = (0, 1, 2, 3)
H0, S0, S_space, ls = build(degrees, D4)
E_all, Q = eigh(H0, S0, subset_by_index=[0, 3])
E0 = E_all.mean()
assert np.ptp(E_all) < 1e-5 and E0 < 0

# ---- impurity wells on a grid whose three spacings differ
axes = [np.linspace(-h, h, n) for h, n in ((0.85, 28), (0.87, 30), (0.90, 32))]
dV = np.prod([x[1] - x[0] for x in axes])
r = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
dist = np.linalg.norm(r, axis=1)
Y_grid, _ = harmonics(r / dist[:, None], degrees)
envelopes = np.stack([Y_grid[:, a] * dist**l * np.exp(-al * dist**2)
                      / np.sqrt(radial(2 * l + 2, 2 * al))
                      for a, l in enumerate(ls) for al in alpha], axis=1)
s, c = np.sin(2 * np.pi * r / a_lat).T, np.cos(2 * np.pi * r / a_lat).T
bloch = [2 * (s[i] * c[j] * c[k] + c[i] * s[j] * s[k])
         for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1))]


def gaussians(centres):
    return sum(np.exp(-np.sum((r - p)**2, axis=1) / well_width**2) for p in centres)


def potential_matrix(values):
    total = 0
    for i in range(3):
        for j in range(3):
            weight = values * bloch[i] * bloch[j] * dV
            space = envelopes.T @ (envelopes * weight[:, None])
            total = total + np.kron(space, C.conj().T @ np.kron(unit(i, j), eye2) @ C)
    return total


neighbours = a_lat / 4 * tetra
v_centre, v_neigh = gaussians([np.zeros(3)]), gaussians(neighbours)
v_dist = gaussians(neighbours * np.array([1, 1, 0.8]))
v_bond = gaussians([neighbours[0] / 2])
M_centre, M_neigh = potential_matrix(v_centre), potential_matrix(v_neigh)

# envelope density at the origin, averaged over the quartet (only l = 0 contributes)
at0 = np.zeros(len(ls) * len(alpha))
at0[:len(alpha)] = 1 / np.sqrt(4 * np.pi * radial(2, 2 * alpha))
F0 = np.kron(at0, np.eye(4)) @ Q
density0 = np.sum(abs(F0)**2) / 4

odd = np.repeat(ls % 2 == 1, len(alpha) * 4)
oo = np.ix_(odd, odd)
E_odd, Q_odd = eigh(H0[oo], S0[oo], subset_by_index=[0, 4])
assert np.ptp(E_odd[:4]) < 1e-5 and E_odd[4] - E_odd[3] > 1e-3
keep = np.arange(len(H0)).reshape(len(ls), len(alpha), 4)[:, 1:].ravel()
kk = np.ix_(keep, keep)
E0_coarse = lowest(H0[kk], S0[kk]).mean()


# ---- four-valley donor with an anisotropic variational envelope
def donor_energy(logs):
    at, al = np.exp(logs)
    mean_inv = quad(lambda u: 1 / np.sqrt(at**2 * (1 - u * u) + al**2 * u * u), 0, 1)[0]
    return HB / 3 * (2 / (m_t * at**2) + 1 / (m_l * al**2)) - KE / eps * mean_inv


opt = minimize(donor_energy, np.log([6.0, 2.5]), method="Nelder-Mead",
               options={"xatol": 1e-7, "fatol": 1e-9})
a_t, a_l = np.exp(opt.x)
valleys = []
for v in tetra:
    z = r @ v / np.sqrt(3)
    rho2 = np.maximum(dist**2 - z**2, 0)
    F = np.exp(-np.sqrt(rho2 / a_t**2 + z**2 / a_l**2)) / np.sqrt(np.pi * a_t**2 * a_l)
    valleys.append(F * np.sqrt(2) * np.cos(np.pi / a_lat * (r @ v)))
valleys = np.array(valleys)

res = {}
for name, (u0, u1) in wells.items():
    V = u0 * M_centre + u1 * M_neigh
    values = u0 * v_centre + u1 * v_neigh
    W = Q.conj().T @ V @ Q
    shift = np.trace(W).real / 4
    dev = np.max(abs(W - shift * np.eye(4)))
    assert dev < 1e-6 * abs(shift)
    contact = density0 * np.sum(values * sum(u * u for u in bloch)) * dV / 3
    assert 0.6 < shift / contact < 1.05
    full = lowest(H0 + V, S0)
    assert np.ptp(full) < 1e-5 and full.mean() < E0 + shift
    coarse = lowest((H0 + V)[kk], S0[kk]).mean() - E0_coarse
    W_odd = Q_odd[:, :4].conj().T @ V[oo] @ Q_odd[:, :4]
    shift_odd = np.trace(W_odd).real / 4
    assert np.max(abs(W_odd - shift_odd * np.eye(4))) < 1e-6 * abs(shift)
    assert abs(shift_odd) < 0.2 * abs(shift)
    Wd = (valleys * values * dV) @ valleys.T
    levels = np.linalg.eigvalsh(Wd)
    diag, off = np.trace(Wd) / 4, (Wd.sum() - np.trace(Wd)) / 12
    gap = levels[1:].mean() - levels[0]
    assert np.ptp(levels[1:]) < 0.01 * gap
    assert np.allclose(levels, [diag + 3 * off] + [diag - off] * 3, atol=0.01 * gap)
    res[name] = (shift, dev, contact, full.mean() - E0, np.ptp(full), coarse,
                 shift_odd, levels[0], levels[1:].mean(), gap)

# ---- slope and curvature with the strength of well B
V_B = wells["B"][0] * M_centre + wells["B"][1] * M_neigh
E_of = {x: lowest(H0 + x * V_B, S0).mean() for x in (-0.02, 0.02, 0.04)}
slope = (E_of[0.02] - E_of[-0.02]) / 0.04
c_B = res["B"][0]
assert abs(slope / c_B - 1) < 2e-3
ratio = (E_of[0.04] - E0 - 0.04 * c_B) / (E_of[0.02] - E0 - 0.02 * c_B)
assert 3.7 < ratio < 4.3


# ---- lower symmetry splits the quartet into two doublets
def doublets(V):
    e = np.linalg.eigvalsh(Q.conj().T @ V @ Q)
    noise = max(e[1] - e[0], e[3] - e[2], res["B"][1])
    return e[2:].mean() - e[:2].mean(), noise


# Broad wells near Bloch nodes average out most of the anisotropy, so the distorted
# neighbours are judged against numerical noise; the bond well also against c.
dist_split, dist_noise = doublets(wells["B"][0] * M_centre
                                  + wells["B"][1] * potential_matrix(v_dist))
bond_split, bond_noise = doublets(V_B + bond_well * potential_matrix(v_bond))
assert dist_split > 100 * dist_noise
assert bond_split > 100 * bond_noise and bond_split > 1e-3 * abs(c_B)
jz2 = np.linalg.eigvalsh(Q.conj().T @ np.kron(S_space, J4[2] @ J4[2]) @ Q)
strain_split = b_def * strain * np.ptp(jz2)
assert 0 < strain_split < 2 * b_def * strain

# ---- neglected bands and envelopes
H4, S4m, _, _ = build((0, 2), D4)
H6, S6, S6_space, _ = build((0, 2), D6)
E4 = lowest(H4, S4m).mean()
E6_all = lowest(H6 + split_off * np.kron(S6_space, P_half), S6)
Hg, Sg, _, _ = build((0, 2, 4), D4)
Eg = lowest(Hg, Sg).mean()
assert abs(E4 - E0) < 1e-5 and E6_all.mean() < E4 and Eg <= E4 + 1e-7
assert np.ptp(E6_all) < 1e-5

print(f"Luttinger g1, g2, g3 (rough Ge): {g1}, {g2}, {g3}")
print(f"dielectric constant: {eps}; lattice constant: {a_lat} nm")
print(f"split-off energy: {split_off:.0f} meV; well width: {well_width} nm")
print(f"neighbour distance: {np.linalg.norm(neighbours[0]):.4f} nm")
print(f"envelope widths: {widths[0]:.2f} to {widths[-1]:.2f} nm, {len(widths)} values")
print(f"double group order: {len(group)}; sum of |character|^2: {char_sum:.6f}")
print(f"free constants, quartet in Td, D2d, T: {n_td}, {n_d2d}, {n_t}")
print(f"free constants, 4 L valleys, 6 X-type valleys: {n_L}, {n_X}")
print(f"acceptor ground energy without well: {E0:.4f} meV")
print(f"lowest odd-parity quartet energy: {E_odd[:4].mean():.4f} meV")
print(f"envelope density at origin: {density0:.6f} nm^-3")
print(f"donor masses m_t, m_l: {m_t}, {m_l} electron masses")
print(f"donor radii a_t, a_l: {a_t:.3f}, {a_l:.3f} nm")
print(f"donor energy without well: {opt.fun:.4f} meV")
for name, (u0, u1) in wells.items():
    q = res[name]
    print(f"[{name}] well at centre, neighbours: {u0/1000:.2f}, {u1/1000:.2f} eV")
    print(f"[{name}] first-order shift c: {q[0]:.5f} meV")
    print(f"[{name}] largest deviation of W from c*1: {q[1]:.1e} meV")
    print(f"[{name}] contact estimate of c: {q[2]:.5f} meV")
    print(f"[{name}] shift by full diagonalization: {q[3]:.5f} meV")
    print(f"[{name}] higher-order part: {q[3]-q[0]:.5f} meV")
    print(f"[{name}] spread of quartet, full: {q[4]:.1e} meV")
    print(f"[{name}] full shift without narrowest envelope: {q[5]:.5f} meV")
    print(f"[{name}] first-order shift, odd quartet: {q[6]:.6f} meV")
    print(f"[{name}] donor shifts A1, T2: {q[7]:.5f}, {q[8]:.5f} meV")
    print(f"[{name}] donor valley splitting: {q[9]:.5f} meV")
print(f"first-order chemical shift B minus A: {c_B-res['A'][0]:.5f} meV")
print(f"full chemical shift B minus A: {res['B'][3]-res['A'][3]:.5f} meV")
print(f"slope dE/d(strength) at zero, well B: {slope:.5f} meV")
print(f"residual ratio on doubling the strength: {ratio:.3f}")
print(f"splitting, B with neighbour z scaled by 0.8: {dist_split:.2e} meV")
print(f"numerical noise in that case: {dist_noise:.1e} meV")
print(f"extra well at one bond centre: {bond_well/1000:.2f} eV")
print(f"splitting, B with the bond-centre well: {bond_split:.5f} meV")
print(f"deformation potential: {b_def/1000:.1f} eV; strain: {strain:.0e}")
print(f"strain splitting, band edge: {2*b_def*strain:.4f} meV")
print(f"strain splitting, acceptor quartet: {strain_split:.4f} meV")
print(f"energy change from split-off band: {E6_all.mean()-E4:.4f} meV")
print(f"energy change from l = 4 envelopes: {Eg-E4:.4f} meV")
print(f"thermal energy at 10 K: {sc.k*10/sc.e*1000:.4f} meV")
print("verified")
```

It prints:

```
Luttinger g1, g2, g3 (rough Ge): 13.4, 4.2, 5.7
dielectric constant: 16.0; lattice constant: 0.566 nm
split-off energy: 290 meV; well width: 0.15 nm
neighbour distance: 0.2451 nm
envelope widths: 0.50 to 20.52 nm, 8 values
double group order: 48; sum of |character|^2: 48.000000
free constants, quartet in Td, D2d, T: 1, 2, 2
free constants, 4 L valleys, 6 X-type valleys: 2, 3
acceptor ground energy without well: -9.0705 meV
lowest odd-parity quartet energy: -3.9946 meV
envelope density at origin: 0.002974 nm^-3
donor masses m_t, m_l: 0.08, 1.6 electron masses
donor radii a_t, a_l: 6.557, 2.301 nm
donor energy without well: -8.8847 meV
[A] well at centre, neighbours: -1.00, -0.20 eV
[A] first-order shift c: -0.09618 meV
[A] largest deviation of W from c*1: 3.3e-14 meV
[A] contact estimate of c: -0.10021 meV
[A] shift by full diagonalization: -0.10259 meV
[A] higher-order part: -0.00641 meV
[A] spread of quartet, full: 7.1e-12 meV
[A] full shift without narrowest envelope: -0.09716 meV
[A] first-order shift, odd quartet: -0.000037 meV
[A] donor shifts A1, T2: -0.23833, -0.06125 meV
[A] donor valley splitting: 0.17709 meV
[B] well at centre, neighbours: -2.00, -0.50 eV
[B] first-order shift c: -0.21329 meV
[B] largest deviation of W from c*1: 7.4e-14 meV
[B] contact estimate of c: -0.22268 meV
[B] shift by full diagonalization: -0.24704 meV
[B] higher-order part: -0.03375 meV
[B] spread of quartet, full: 5.7e-12 meV
[B] full shift without narrowest envelope: -0.22923 meV
[B] first-order shift, odd quartet: -0.000087 meV
[B] donor shifts A1, T2: -0.49928, -0.14290 meV
[B] donor valley splitting: 0.35638 meV
first-order chemical shift B minus A: -0.11710 meV
full chemical shift B minus A: -0.14445 meV
slope dE/d(strength) at zero, well B: -0.21329 meV
residual ratio on doubling the strength: 4.011
splitting, B with neighbour z scaled by 0.8: 1.32e-04 meV
numerical noise in that case: 1.3e-13 meV
extra well at one bond centre: -0.50 eV
splitting, B with the bond-centre well: 0.00394 meV
deformation potential: 2.3 eV; strain: 1e-05
strain splitting, band edge: 0.0460 meV
strain splitting, acceptor quartet: 0.0242 meV
energy change from split-off band: -0.1994 meV
energy change from l = 4 envelopes: -0.2222 meV
thermal energy at 10 K: 0.8617 meV
verified
```
